\section*{Why needle fields saturate in polymers with field-dependent mobility}

\section*{The question}

A sharp metal tip of radius $a$ in an insulating polymer is raised to a voltage $V$. Without charge in the polymer, the field at the tip is proportional to $V$ and can exceed the strength of the material. If the tip injects carriers of its own polarity (homocharge), and their mobility rises steeply with field, why does the field near the tip almost stop following the voltage? How far into the polymer does the injected charge reach?

\section*{The mechanism}

Homocharge repels further charge of its own sign. At fixed voltage it weakens the field between itself and the tip and strengthens the field beyond it. Injection therefore moves the electrical stress outwards and spreads it over a larger volume.

This happens for any mobility. A steep mobility adds a sensitive valve. Where the field is slightly too high, carriers leave quickly and the field falls. Where it is slightly too low, they hardly move. Neighbouring places may need drift speeds that differ by a factor of two, but a small difference in field supplies that factor. The charged region thus settles at a nearly uniform field. A higher voltage mainly enlarges the region.

There are two conditions. The contact must supply the charge, and the carriers must have time to move. The limiting field therefore depends on the time allowed and is not a constant of the material.

\section*{The model}

The tip is represented by a sphere of radius $a$, with the counter electrode far away. One kind of carrier is injected into a uniform polymer of permittivity $\varepsilon$. The symbols $E$, $V$ and $\rho$ denote magnitudes of field, voltage and charge density, and the drift is outwards. The voltage is a step at $t=0$. Diffusion, deep trapping and recombination are left out. The drift speed is
\begin{equation}
v(E)=v_s\left(\frac{E}{E_s}\right)^p ,\qquad p\gg1,
\end{equation}
where $v_s$ is the speed at a chosen scale field $E_s$. Since $v=\mu E$, the mobility $\mu$ varies as $E^{p-1}$.

Let $F=r^2E$. Gauss's law and charge conservation read
\begin{equation}
\rho=\frac{\varepsilon}{r^2}\frac{\partial F}{\partial r},\qquad
\frac{\partial\rho}{\partial t}+\frac1{r^2}\frac{\partial}{\partial r}(r^2\rho v)=0 .
\end{equation}
Inserting the first into the second and multiplying by $r^2/\varepsilon$ gives
\begin{equation}
\frac{\partial}{\partial r}\left[\frac{\partial F}{\partial t}+v\frac{\partial F}{\partial r}\right]=0 .
\end{equation}
The bracket does not depend on $r$, so
\begin{equation}
\frac{\partial F}{\partial t}+v(E)\frac{\partial F}{\partial r}=G(t). \label{transport}
\end{equation}
Here $4\pi\varepsilon G$ is the total current, displacement plus conduction. The condition $\int_a^\infty E\,dr=V$ fixes $G$.

\section*{The radius for a sharp threshold}

Suppose first that carriers are immobile below a field $E_c$ and very mobile above it. Charge then moves outwards until no place exceeds $E_c$. Inside a radius $r_c$ the field equals $E_c$, and Gauss's law requires
\begin{equation}
\rho=\frac{\varepsilon}{r^2}\frac{d}{dr}(r^2E_c)=\frac{2\varepsilon E_c}{r}.
\end{equation}
Outside there is no charge, so $r^2E$ keeps its value at $r_c$ and $E=E_cr_c^2/r^2$. With a counter electrode at radius $R$, the voltage is
\begin{align}
V&=\int_a^{r_c}E_c\,dr+\int_{r_c}^{R}\frac{E_cr_c^2}{r^2}\,dr\\
&=E_c(r_c-a)+E_cr_c^2\left(\frac1{r_c}-\frac1R\right)
=E_c\left(2r_c-a-\frac{r_c^2}{R}\right).
\end{align}
Multiplying by $R/E_c$ and rearranging gives $r_c^2-2Rr_c+R(a+V/E_c)=0$. The root below $R$ is
\begin{equation}
r_c=R\left[1-\sqrt{1-\frac{a+V/E_c}{R}}\right]
\;\longrightarrow\;\frac12\left(a+\frac{V}{E_c}\right)\quad(R\to\infty). \label{radius}
\end{equation}
For a distant counter electrode, $r_c=a$ at $V/a=E_c$. Injection thus starts when the charge-free tip field reaches the threshold. At finite $R$ a solution requires $a+V/E_c\le R$; at equality the charge reaches the counter electrode.

The flat profile was tested without being assumed. Starting from an uncharged gap, the flux $F$ was cut back to $E_cr^2$ wherever the field exceeded $E_c$, the voltage was restored by a uniform addition to $F$, and the two operations were repeated. For $a=5\,\mu$m, $R=100\,\mu$m, $V=4$ kV and $E_c=2$ MV/cm, the charge stopped at $13.39\,\mu$m. Equation (\ref{radius}) gives $100(1-\sqrt{0.75})=13.40\,\mu$m.

\section*{The field for a finite steepness}

For finite $p$ there is no threshold, and the charge keeps creeping outwards. To leading order the interior is still flat, but its field $E(t)$ falls slowly. With $R\to\infty$,
\begin{equation}
\frac VE=2r_c-a\quad\Rightarrow\quad
-\frac{V}{E^2}\frac{dE}{dt}=2\frac{dr_c}{dt}.
\end{equation}
The outermost carriers drift with the local speed, so $dr_c/dt=v(E)$. Hence
\begin{equation}
-\frac{V}{2E^2}\frac{dE}{dt}=v_s\frac{E^p}{E_s^p}
\quad\Rightarrow\quad
-E^{-(p+2)}\,dE=\frac{2v_s}{VE_s^p}\,dt .
\end{equation}
At $t=0$ the front is at the tip and $E=V/a$. Integrating from there and multiplying by $p+1$ gives
\begin{equation}
E^{-(p+1)}=\left(\frac Va\right)^{-(p+1)}+\frac{2(p+1)v_st}{VE_s^p}. \label{law}
\end{equation}
At short times the first term dominates, and the field follows the voltage. Later the second term dominates:
\begin{equation}
E\simeq\left[\frac{VE_s^p}{2(p+1)v_st}\right]^{1/(p+1)} .
\end{equation}
The large root is the saturation. Equation (\ref{radius}), with $E$ in place of $E_c$, then gives the radius. Its part $V/2E$ grows nearly in proportion to $V$.

\section*{How flat is the interior?}

Equation (\ref{transport}) gives the speed that each radius needs. For a flat field, $\partial F/\partial t=r^2\dot E$ and $\partial F/\partial r=2rE$, so
\begin{equation}
v(r)=\frac{G-r^2\dot E}{2rE}. \label{need}
\end{equation}
Beyond the front there is no charge and $F=r_c^2E$. There (\ref{transport}) gives $G=r_c^2\dot E+2r_cE\dot r_c$. From $E=V/(2r_c-a)$ it follows that $\dot E=-2E\dot r_c/(2r_c-a)$. Inserting both into (\ref{need}),
\begin{equation}
w(r)\equiv\frac{v(r)}{v(r_c)}
=\frac{2r_cE\dot r_c+(r_c^2-r^2)\dot E}{2rE\dot r_c}
=\frac1r\left[r_c+\frac{r^2-r_c^2}{2r_c-a}\right]. \label{w}
\end{equation}
Since $v\propto E^p$, the field varies as $w^{1/p}$. This is the quantitative form of the valve: a speed ratio of 2 at $p=10$ needs a field ratio of $2^{1/10}=1.07$.

At the metal itself the picture changes. An unlimited supply of carriers means $E(a)=0$. In a thin layer the conduction is nearly steady, and (\ref{transport}) becomes $v\,\partial F/\partial r\simeq G$. With $v=v_sF^p/(r^{2p}E_s^p)$,
\begin{equation}
F^p\frac{\partial F}{\partial r}=\frac{GE_s^p}{v_s}r^{2p}
\;\Rightarrow\;
F^{p+1}=\frac{(p+1)GE_s^p}{(2p+1)v_s}\left(r^{2p+1}-a^{2p+1}\right).
\end{equation}
The field therefore rises from zero with the factor
\begin{equation}
\ell(r)=\left[1-\left(\frac ar\right)^{2p+1}\right]^{1/(p+1)},
\end{equation}
apart from a slow power of $r$ that $w^{1/p}$ already represents to this order. For $p=10$, $\ell=0.9$ at $r=1.018a$. The saturated needle field is thus the field just outside this layer.

Both factors enter the voltage balance. If $E_f$ is the field at the front,
\begin{equation}
V=E_f(r_c+S),\qquad S=\int_a^{r_c}w^{1/p}\,\ell\,dr,\qquad
t=\int_a^{r_c}\frac{dr_c'}{v(E_f(r_c'))}. \label{corrected}
\end{equation}
These relations give $r_c$ at a given time, and the mean field in the charged region is $E_fS/(r_c-a)$.

\section*{How strongly does the field still depend on voltage?}

The late form of (\ref{law}) suggests $d\ln E/d\ln V=1/(p+1)$. For the mean field, that value needs $r_c\gg a$. The profile changes $\ln E$ by an amount of order $1/p$, and this amount depends on $r_c/a$, which itself grows with $V$. The resulting change in the exponent is of the same order as $1/(p+1)$. At finite $r_c/a$ the exponent must be taken from (\ref{corrected}).

For the front field and the mean field in the limit $r_c\gg a$, dimensions settle the matter for any $p$. The remaining inputs are $V$, $t$ and $K=v_s/E_s^p$. A length is $V/E$, and a speed is $KE^p$. Equating $V/(Et)$ to $KE^p$, up to a number, gives $E\propto(V/Kt)^{1/(p+1)}$. Constant mobility, $p=1$, then gives $E\propto V^{1/2}$ for these fields. Injected charge still relieves the tip in that case, but the field does not saturate.

The peak field beside the tip rises somewhat faster, because $a$ remains an input there. Just outside the metal layer, the steady solution above gives $E^{p+1}\propto G/(Kr)$ with $r$ close to $a$. For $r_c\gg a$, $\dot E=-E_f\dot r_c/r_c$, so $G=r_cE_f\dot r_c=r_cKE_f^{p+1}$, where $E_f$ is the front field. The peak field is therefore proportional to $E_f(r_c/a)^{1/(p+1)}$. Since $r_c\propto V/E_f\propto V^{p/(p+1)}$ at a given time, its voltage exponent is
\begin{equation}
\frac1{p+1}+\frac{p}{(p+1)^2}=\frac{2p+1}{(p+1)^2},
\end{equation}
or 0.17 for $p=10$. This is still a weak dependence.

\section*{The numbers}

Take $a=5\,\mu$m, $V=4$ kV, relative permittivity 2.3, $p=10$, and a mobility of $10^{-10}$ cm$^2$/Vs at $E_s=1$ MV/cm, so that $v_s=1\,\mu$m/s. Since 1 MV/cm is 100 V/$\mu$m, the charge-free tip field is $4000/5=800$ V/$\mu$m, or 8 MV/cm. At $t=10$ ms, with $E$ in MV/cm and $V/E_s=40\,\mu$m, (\ref{law}) reads
\begin{equation}
E^{-11}=8^{-11}+\frac{2\times11\times1\times0.01}{40}\simeq0.0055,
\qquad E=1.605 .
\end{equation}
The initial field has dropped out: $8^{-11}$ is about $10^{-10}$. The radius is
\begin{equation}
r_c=\tfrac12\left(5+\frac{40}{1.605}\right)=15.0\;\mu\mathrm{m}.
\end{equation}
The front still moves at $1.605^{10}\simeq113\,\mu$m/s. The homocharge is $4\pi\varepsilon Er_c^2\simeq9.2$ pC. The full flux at $r_c$ counts, because the flux at the metal is zero.

A numerical solution of (\ref{transport}) at fixed voltage, with $F(a)=0$ and no assumed profile, gives at 10 ms:

\begin{center}
\begin{tabular}{ccccc}
$V$ & $V/a$ & mean $E$ & peak $E$ & $r_c$\\
kV & MV/cm & MV/cm & MV/cm & $\mu$m\\
2 & 4 & 1.48 & 1.50 & 9.2\\
4 & 8 & 1.60 & 1.63 & 15.0\\
8 & 16 & 1.73 & 1.82 & 25.8
\end{tabular}
\end{center}

The grid smears the front slightly, which lowers the 2 kV fields by about 0.004 MV/cm, so their last digit is uncertain by one unit. The charge-free field rises fourfold down the table, while the peak field rises by 21\%. The peak is the largest field anywhere: at 2 kV it lies at the front, at the two higher voltages near the tip. Over these voltages and times of 1 and 10 ms, the flat law differs from the solved mean field by at most 2.5\%, and (\ref{corrected}) by at most 0.5\%. From 4 to 8 kV the solved voltage exponent of the mean field is 0.11, as (\ref{corrected}) predicts, rather than $1/11=0.091$. For a tip of $0.01\,\mu$m, (\ref{corrected}) gives 0.091. Between 1 and 10 ms at 4 kV, the mean field falls from 1.97 to 1.60 MV/cm.

The peak rises faster than the mean because $w$ near the tip grows with $r_c/a$. Equation (\ref{w}) gives $w(a)=1.4$ at 4 kV and 2.4 at 8 kV. The tenth roots exceed one by 3\% and 9\%. Farther out, the solved ratio of the field at $1.3a$ to that at $0.9r_c$ is 1.017 for 4 kV; the profile formula gives 1.019.

The control case is a constant mobility with the same speed, $113\,\mu$m/s, at 1.605 MV/cm. Doubling the voltage from 4 to 8 kV then raises the peak field at 10 ms by a factor of about 1.5, against 1.12 for $p=10$. With tip, time and injection condition held fixed, the steepness of the mobility makes this difference.

A power law is a local description. For hops of length $\lambda$ along the field, the difference of forward and backward rates gives $v\propto\sinh x$ with $x=e\lambda E/2kT$. Its local exponent is $d\ln v/d\ln E=x\coth x\simeq x$ for large $x$. At 300 K, $p=10$ at the saturated field corresponds to $\lambda=3.2$ nm. With this law, matched in speed and exponent at 1.605 MV/cm, the solved mean field is 1.59 MV/cm. The matched law cannot hold at the initial 8 MV/cm, where it would give impossible speeds, but the field at 10 ms hardly depends on that brief first stage.

\section*{When the contact fails to supply the charge}

At 10 ms the tip must deliver $1.7\times10^{-5}$ A/cm$^2$. The Richardson formula for Schottky emission at 300 K, with the free-electron constant and the barrier lowered by a field of 1.6 MV/cm, would allow this for barriers up to about 1.0 eV. But it assumes that emitted carriers leave at thermal speed. Here they drift at only about $10^{-2}$ cm/s, so most return to the metal, and the real limit is lower by several tenths of an electronvolt. Earlier in the pulse the required current is larger still. For a triangular 2 eV barrier without image-force lowering, Fowler--Nordheim tunnelling with the free-electron mass needs roughly 7 MV/cm at the metal to deliver the current required at 10 ms; lowering would reduce this somewhat. Such a contact would keep a high tip field even though the polymer could carry the charge away. Easy transport alone does not produce saturation.

The stored charge also matters when the voltage is removed faster than the carriers can respond. With the charge frozen, lowering the electrode to zero adds the charge-free field $-Va/r^2$. At the metal, where the field was zero, it becomes $-8$ MV/cm, the full charge-free value with reversed sign. At $r=1.018a$ it changes from about $+1.5$ to $1.5-8/1.018^2=-6.2$ MV/cm, and it weakens farther out as $Va/r^2$ falls. This is the limit of very fast removal: if the power law still held at 6.2 MV/cm, carriers would drift about $1\,\mu$m in 10 ns, and a slower removal would give a smaller reverse field. The charge that protected the tip under a steady voltage now stresses it in the opposite direction.

\section*{Comparison with a real needle in polyethylene}

The parameters lie in the rough range of polyethylene cable insulation, where mobility varies widely with morphology and traps. Real material breaks the assumption of trap-free transport. If trapping lowers the effective mobility tenfold at all fields, (\ref{law}) raises the late field by $10^{1/11}$, or 23\%. Temperature acts in the other direction. For a rough activation energy of 1 eV, heating from 300 to 363 K multiplies the mobility by about 820. With $p$ kept at 10, the flat-law field (\ref{law}) at 10 ms falls to 0.87 MV/cm and $r_c$ grows to $25\,\mu$m.

A needle is not an isolated sphere. A hyperboloidal needle with the same tip radius and a 2 mm gap needs 14.7 kV for the same 8 MV/cm. Its charge-free field stays above 1.6 MV/cm for $10\,\mu$m along the axis, compared with $6.2\,\mu$m for the sphere. The charged region of a needle is therefore likely to be longer on the axis than the sphere model gives; this is an inference from the charge-free fields, not a solution for the charged needle. For the sphere, placing the counter electrode at $R=2$ mm changes $r_c$ by less than $0.1\,\mu$m.

Heating is a modest correction here. The largest heat density by 10 ms is 9 J/cm$^3$, or about 5 K for a rough heat capacity of 2 J/(cm$^3$\,K) without heat loss. With an activation energy of 1 eV, a rise of 5 K throughout the charged region would nearly double the mobility, but lower the late field by only 5 to 6\%. The electrostatic pressure $\varepsilon E^2/2$ falls from 6.5 MPa at the charge-free tip field to 0.26 MPa at the saturated field. This is not the whole mechanical load, because the field also pushes on the injected charge throughout the region.

Breakdown may still come before saturation. For an assumed rough strength of 6 MV/cm, (\ref{law}) keeps the field above that value for about 5 ns after an ideal step. This short time relies on an unlimited supply of carriers at the contact and on extending the power law to 8 MV/cm. If the contact supplies charge more slowly, or the mobility stops rising at a lower field, the dangerous interval is longer. The saturated field describes a tip that has survived this interval and whose charge has not yet crossed the gap. The numerical output below gives the remaining values.

\section*{Computed values}
\begin{verbatim}
tip radius: 5 um
sphere voltage: 4 kV
speed exponent p: 10
mobility at 1 MV/cm: 1e-10 cm2/Vs
speed at 1 MV/cm: 1 um/s
relative permittivity: 2.3
charge-free tip field at 4 kV: 8 MV/cm
threshold test, R = 100 um, E_c = 2 MV/cm: r_c relaxed: 13.39 um
threshold test: r_c formula: 13.4 um
fields in MV/cm, radii in um; th = flat theory, cor = corrected
V(kV) t(ms) E_th E_cor E_mean E_peak r_th r_cor r_solved
2 1 1.858 1.823 1.814 1.852 7.88 7.91 7.95
2 10 1.507 1.486 1.481 1.503 9.14 9.16 9.20
4 1 1.978 1.970 1.967 1.987 12.61 12.63 12.65
4 10 1.605 1.606 1.604 1.632 14.96 14.96 15.00
8 1 2.107 2.130 2.127 2.209 21.48 21.41 21.45
8 10 1.709 1.735 1.733 1.822 25.90 25.76 25.80
voltage exponent of mean field, 4 to 8 kV, solved: 0.112
voltage exponent, corrected theory: 0.112
time exponent of mean field, 1 to 10 ms, solved: -0.0886
time exponent, corrected theory: -0.0888
voltage exponent, corrected theory, 0.01 um tip: 0.0914
1/(p+1): 0.0909
peak-field ratio 8 kV / 4 kV, p = 10: 1.116
peak-field ratio 8 kV / 4 kV, constant mobility: 1.476
field ratio E(1.3 a)/E(0.9 r_c), solved: 1.017
field ratio E(1.3 a)/E(0.9 r_c), formula: 1.019
layer at metal to 90% of peak field (4 kV, 10 ms): 0.093 um
front speed from flat theory (4 kV, 10 ms): 113 um/s
total homocharge (4 kV, 10 ms): 9.2 pC
carrier density 2 eps E/(e r) at r = 10 um: 4.08e+15 cm^-3
hop distance for p = 10 at 300 K: 3.22 nm
mean field with hopping law: 1.594 MV/cm
needle gap: 2 mm
needle voltage for same charge-free tip field: 14.7 kV
charge-free reach above E, sphere: 6.16 um
charge-free reach above E, needle axis: 9.99 um
change of r_c for counter electrode at R = 2 mm: 0.056 um
current density at tip (10 ms): 1.73e-05 A/cm2
largest barrier for Schottky supply: 1.02 eV
tunnelling field for same current, 2 eV barrier: 6.81 MV/cm
largest heat density by 10 ms: 9.2 J/cm3
adiabatic temperature rise at 2 J/(cm3 K): 4.6 K
electrostatic pressure at charge-free tip field: 6.52 MPa
electrostatic pressure at saturated field: 0.262 MPa
mobility factor at 363 K for 1 eV activation: 823
saturated field at 363 K, p kept at 10: 0.872 MV/cm
r_c at 363 K: 25.4 um
rough breakdown strength assumed: 6 MV/cm
time above that strength after ideal step: 4.8 ns
\end{verbatim}
